\section*{Suppression of f-type scattering by valley splitting in tensile silicon}

\section*{Question}

I am modelling electron transport in silicon under biaxial tension in the (001) plane. The strain puts the two $\Delta$ valleys on the growth axis ($\Delta_2$) 0.2 eV below the four in-plane valleys ($\Delta_4$). I need the f-type intervalley scattering rate out of the lower valleys at 300 K, averaged over the electrons there, relative to its value without splitting.

My first guess was to multiply the unstrained rate by $e^{-\Delta/k_BT}$. But an electron can absorb a phonon on the way up, so perhaps it should be $e^{-(\Delta-\hbar\omega)/k_BT}$. For a 59 meV phonon the two guesses differ by a factor $e^{2.28}$, and I can't justify either. Which is right, and does losing this scattering channel change the total scattering much?

\section*{Answer}

Each guess has the right exponential in one limit of $\hbar\omega/k_BT$. Silicon at room temperature lies between these limits, but the average can be done in closed form.

\subsection*{Which valleys are involved}

An f-type process connects valleys on perpendicular axes. A valley on the $z$ axis has four such partners, $\pm x$ and $\pm y$, and these are the $\Delta_4$ valleys. All final valleys are therefore raised by the same $\Delta$.

Apart from a shift common to all valleys, a valley along the unit vector $\mathbf n$ moves by $\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n$. The free surface requires $\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon_{xx}=0$, so $\varepsilon_{zz}=-2(C_{12}/C_{11})\varepsilon_{xx}$ and
\begin{equation}
\Delta=\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})=\Xi_u\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon_{xx}.
\end{equation}
With the rough values $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa, a splitting of 0.2 eV needs $\varepsilon_{xx}=0.2/(9\times1.771)=1.25\%$.

\subsection*{The rate at fixed energy}

I take parabolic ellipsoidal valleys, dispersionless phonons, and a coupling energy $D\,u(\mathbf r)$ with constant $D$, where
\begin{equation}
u(\mathbf r)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
Here $\rho$ is the mass density and $V$ the volume. For given initial and final wave vectors, one $\mathbf q$ contributes to absorption and one to emission. Since $|\langle n-1|a|n\rangle|^2=n$ and $|\langle n+1|a^\dagger|n\rangle|^2=n+1$, the thermal averages are
\begin{equation}
|M|^2=\frac{\hbar D^2}{2\rho V\omega}\times\begin{cases}N&\text{(absorption)}\\N+1&\text{(emission)}\end{cases},\qquad N=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}

Phonon scattering conserves spin here, so we need the density of states per spin and per valley. The ellipsoid of energy $E$ has $k$-space volume $\frac{4\pi}{3}(2m_dE)^{3/2}/\hbar^3$ with $m_d=(m_lm_t^2)^{1/3}$. Dividing by $(2\pi)^3$ and differentiating with respect to $E$ gives
\begin{equation}
g(E)=C\sqrt E,\qquad C=\frac{(2m_d)^{3/2}}{4\pi^2\hbar^3},
\end{equation}
and $g=0$ for $E<0$.

Let $E$ be the kinetic energy in $\Delta_2$. The final kinetic energy, counted from the $\Delta_4$ minimum, is $E\pm\hbar\omega-\Delta$. The golden rule, $\frac{2\pi}{\hbar}|M|^2\,Vg$ for each of the $Z=4$ final valleys, becomes
\begin{equation}
W(E)=\frac{\pi D^2Z}{\rho\omega}\Big[N\,g(E+\hbar\omega-\Delta)+(N+1)\,g(E-\hbar\omega-\Delta)\Big].
\label{rate}
\end{equation}

\subsection*{The thermal average}

For a nondegenerate population the weight is $\sqrt E\,e^{-E/k_BT}$, whose integral is $\frac{\sqrt\pi}{2}(k_BT)^{3/2}$. Both terms of \eqref{rate} need
\begin{equation}
J(a)=\int_{\max(0,-a)}^\infty\sqrt{E(E+a)}\;e^{-E/k_BT}\,dE,
\end{equation}
with $a=\hbar\omega-\Delta$ for absorption and $a=-\hbar\omega-\Delta$ for emission. Put $z=|a|/2k_BT$ and substitute
\begin{equation}
E=\tfrac{|a|}{2}(\cosh t\mp1),\qquad E+a=\tfrac{|a|}{2}(\cosh t\pm1),
\end{equation}
with upper signs for $a>0$ and lower signs for $a<0$. In both cases $\sqrt{E(E+a)}=\frac{|a|}{2}\sinh t$ and $dE=\frac{|a|}{2}\sinh t\,dt$, so
\begin{equation}
J(a)=(k_BT)^2z^2e^{\pm z}\int_0^\infty\sinh^2t\;e^{-z\cosh t}\,dt .
\end{equation}
Because $\sinh t\,e^{-z\cosh t}=-\frac1z\frac{d}{dt}e^{-z\cosh t}$, integration by parts, with vanishing boundary terms, turns the integral into $\frac1z\int_0^\infty\cosh t\,e^{-z\cosh t}dt=K_1(z)/z$, where $K_1$ is the modified Bessel function. Also $\pm z=a/2k_BT$. Hence
\begin{equation}
J(a)=(k_BT)^2e^{a/2k_BT}F\!\left(\frac{|a|}{2k_BT}\right),\qquad F(z)=zK_1(z),\quad F(0)=1.
\end{equation}
The value $F(0)=1$ agrees with the elementary integral $J(0)=(k_BT)^2$.

Now write $x=\hbar\omega/k_BT$ and $d=\Delta/k_BT$. The exponential factors are $Ne^{(x-d)/2}$ and $(N+1)e^{-(x+d)/2}$. From the definition of $N$,
\begin{equation}
Ne^{x/2}=(N+1)e^{-x/2}=\frac{1}{2\sinh(x/2)},
\end{equation}
so the two branches share one prefactor:
\begin{equation}
\langle W\rangle_\Delta=\frac{\pi D^2Z}{\rho\omega}\,C\sqrt{k_BT}\,\frac{2}{\sqrt\pi}\;\frac{e^{-d/2}}{2\sinh(x/2)}\left[F\!\left(\tfrac{|d-x|}{2}\right)+F\!\left(\tfrac{d+x}{2}\right)\right].
\label{avg}
\end{equation}
At $d=0$ the bracket is $2F(x/2)$, with equal parts from absorption and emission. Dividing,
\begin{equation}
\boxed{R=\frac{\langle W\rangle_\Delta}{\langle W\rangle_0}=e^{-d/2}\;\frac{F(|d-x|/2)+F((d+x)/2)}{2F(x/2)}}
\label{ratio}
\end{equation}
The coupling, density and mass cancel for each phonon mode. With several modes, the total ratio is the average of the $R$'s weighted by their unsplit rates.

Direct quadrature of \eqref{rate} for splittings of 0, 30, 47 and 200 meV agrees with \eqref{avg} within a relative tolerance of $10^{-6}$.

\subsection*{Where your two guesses belong}

For large $z$, $F(z)\simeq\sqrt{\pi z/2}\,e^{-z}$. If $d-x\gg1$, \eqref{ratio} becomes
\begin{equation}
R\simeq\frac{e^{-d}}{2F(x/2)}\left[\sqrt{\tfrac{\pi(d-x)}{4}}\,e^{x/2}+\sqrt{\tfrac{\pi(d+x)}{4}}\,e^{-x/2}\right].
\label{large}
\end{equation}
There are two further limits.
\begin{itemize}
\item Soft phonons, $x\ll1$: $F(x/2)\to1$ and $R\simeq\frac12\sqrt{\pi d}\;e^{-d}$. This has your first exponential.
\item Hard phonons, $x\gg1$: $F(x/2)\simeq\sqrt{\pi x/4}\,e^{-x/2}$, the absorption term dominates, and $R\simeq\frac12\sqrt{(d-x)/x}\;e^{-(d-x)}$. This has your second exponential.
\end{itemize}
In the hard-phonon limit the surviving absorption is suppressed by the scarcity of phonons, $N\simeq e^{-x}$. The unsplit rate carries the same exponential: its absorption half is limited by the scarcity of phonons, its emission half by the scarcity of electrons with energy above $\hbar\omega$. This factor therefore cancels from $R$. The exponential that remains is the Boltzmann factor of the missing energy $\Delta-\hbar\omega$, which the electron itself must supply.

\subsection*{Numbers for 0.2 eV at 300 K}

Here $k_BT=25.85$ meV and $d=7.736$. I use rough typical silicon parameters: $m_l=0.92\,m_e$, $m_t=0.19\,m_e$, $\rho=2.33$ g/cm$^3$, and three f-type modes with $D=0.3$, 2 and 2 in units of $10^8$ eV/cm.

\begin{center}
\begin{tabular}{ccccc}
$\hbar\omega$ (meV) & $x$ & $\langle W\rangle_0$ (s$^{-1}$) & $\langle W\rangle_\Delta$ (s$^{-1}$) & $R$\\
\hline
19 & 0.735 & $7.17\times10^{10}$ & $1.00\times10^{8}$ & $1.4\times10^{-3}$\\
47 & 1.818 & $3.36\times10^{11}$ & $8.20\times10^{8}$ & $2.4\times10^{-3}$\\
59 & 2.282 & $1.68\times10^{11}$ & $5.57\times10^{8}$ & $3.3\times10^{-3}$
\end{tabular}
\end{center}

For the 59 meV mode the arguments of $F$ in the numerator are $(7.736-2.282)/2=2.727$ and $(7.736+2.282)/2=5.009$. Absorption gives $4.92\times10^8$ s$^{-1}$ and emission $0.65\times10^8$ s$^{-1}$. Their sum divided by $1.68\times10^{11}$ s$^{-1}$ is $3.3\times10^{-3}$. The large-splitting form \eqref{large} gives $2.96\times10^{-3}$, about 11\% lower.

Summing the modes,
\begin{equation}
R_{\rm tot}=\frac{1.476\times10^{9}\ \text{s}^{-1}}{5.760\times10^{11}\ \text{s}^{-1}}=2.6\times10^{-3},
\end{equation}
a reduction by a factor of about 390. Absorption supplies 84\% of what survives. Your first guess, $e^{-d}=4.4\times10^{-4}$, is too small by a factor of 5.9. Your second guess is much closer at this splitting. It gives $4.3\times10^{-3}$ for the 59 meV mode (29\% high), it is 10\% high for 47 meV and 35\% low for 19 meV, and weighted over the modes it gives $2.9\times10^{-3}$, 14\% above the exact value.

\subsection*{Where the factor 5.9 comes from}

Consider a $\Delta_2$ state of kinetic energy $E$ and a $\Delta_4$ state of kinetic energy $E'$, linked by phonon absorption on the way up: $E+\hbar\omega=E'+\Delta$. Since $N=(N+1)e^{-x}$,
\begin{equation}
N\,e^{-E/k_BT}=(N+1)\,e^{-(E'+\Delta)/k_BT}.
\end{equation}
The upward and downward flows between these states balance, and the same holds for upward emission and downward absorption. Summing over all pairs, with equilibrium populations in the ratio $n_4/n_2=4e^{-d}/2$,
\begin{equation}
\langle W_{2\to4}\rangle=2e^{-d}\langle W_{4\to2}\rangle
\quad\Rightarrow\quad
R_{\rm tot}=e^{-d}\,\frac{\langle W_{4\to2}\rangle_\Delta}{\langle W_{4\to2}\rangle_0}.
\end{equation}
The splitting raises the downward rate from $2.88\times10^{11}$ to $1.69\times10^{12}$ s$^{-1}$, which is the factor 5.9. Most of the increase comes from phonon emission. Without splitting, only electrons with kinetic energy above $\hbar\omega$ can emit a phonon. With it, every electron in $\Delta_4$ can, and it lands high in $\Delta_2$, where the density of states is larger.

\subsection*{Does the total scattering change much?}

With these parameters, no. Intravalley acoustic scattering and g-type scattering, which joins the two valleys on one axis, have initial and final valleys that shift together, so $\Delta$ drops out. For the g-type rate I use \eqref{avg} with $d=0$, $Z=1$, phonons of 12, 18.5 and 62 meV, and $D=0.5$, 0.8 and $11\times10^8$ eV/cm. For acoustic phonons I use the elastic, equipartition rate $2\pi\Xi^2k_BT\,g(E)/\hbar\rho s^2$ with $\Xi=9$ eV and sound speed $s=9$ km/s. The averages are $1.35\times10^{12}$ and $1.91\times10^{12}$ s$^{-1}$.

The f-type share was thus 15\%, and the total phonon rate falls to 0.85 of its unsplit value. This share, and with it the answer, depends on the rough couplings: stronger f-type or weaker g-type coupling makes the drop in the total rate larger, and the answer can reverse. Take f modes of 18, 43 and 54 meV with $D=0.15$, 3.4 and 4, and g modes of 12, 18 and 60 meV with $D=0.5$, 0.8 and 3 (units of $10^8$ eV/cm). The unsplit mobility is comparable, about 1400 instead of 1600 cm$^2$/Vs, but the f-type share is 49\% and the total rate falls to 0.51, while $R_{\rm tot}$ stays at $2.5\times10^{-3}$. Each mode's $R$ does not depend on them. The mobility also gains from repopulation: $\Delta_2$ now holds 99.9\% of the electrons instead of one third, and its in-plane mass is the light $m_t$.

For ohmic transport the weight $E^{3/2}e^{-E/k_BT}$ applies to the relaxation time $\tau=1/W_{\rm tot}(E)$, not to the rate. Averaging the f-type rate itself with that weight gives a ratio of $7.8\times10^{-3}$, but this is not what the mobility feels. A small extra rate enters $\langle\tau\rangle$ with a further factor $\tau^2$, and the electrons energetic enough to reach $\Delta_4$ already have a short $\tau$. With the parameters above, the contribution of the f channel to $1/\langle\tau\rangle$ falls to $9.6\times10^{-4}$ of its unsplit value, and $\langle\tau\rangle$ rises by a factor 1.16. Unlike the single-mode $R$, these numbers depend on the other scattering processes. The value of the ratio depends on the average you need.

\subsection*{What a real layer does to the number}

A strain of 1.25\% is roughly that of thin silicon grown on relaxed SiGe with about one third germanium. The estimates below change one condition at a time, and are to be compared with $2.6\times10^{-3}$. Each ratio compares split with unsplit valleys under the same condition, except for confinement and collision broadening: there only the splitting in the numerator is changed, and the denominator remains the bulk rate at $\Delta=0$.

\begin{itemize}
\item \emph{Carrier heating}: electrons at 600 K in a 300 K lattice give $4.5\times10^{-2}$, about 18 times more. This is the largest correction here. A transistor channel at high field therefore breaks the assumption that matters most, and the detailed-balance relation above no longer applies.
\item \emph{Operating temperature}: at 400 K the ratio is $1.2\times10^{-2}$.
\item \emph{Confinement}: in a 10 nm layer with hard walls, the lighter $\Delta_4$ mass along $z$ adds 16 meV to the splitting. With the bulk density of states retained, the ratio drops to $1.5\times10^{-3}$; a sum over the hard-wall subbands with their overlap factors gives $1.7\times10^{-3}$. Hard walls are the extreme case: if the barrier is low for $\Delta_4$, as it can be next to SiGe, the added splitting is smaller and can turn negative by a few meV, because $\Delta_2$ is still pushed up.
\item \emph{Degeneracy}: at $10^{19}$ cm$^{-3}$, with Pauli blocking, it is $3.8\times10^{-3}$.
\item \emph{Nonparabolicity}: a coefficient of 0.5 eV$^{-1}$ gives $2.9\times10^{-3}$.
\item \emph{Collision broadening}: $\hbar$ times the total rate out of $\Delta_2$ is 2.1 meV. Lowering the threshold by that amount gives $2.8\times10^{-3}$. The $\Delta_4$ states are broader, 3.4 meV on thermal average, because they also decay into $\Delta_2$. This shift leaves out the tail of the broadened $\Delta_4$ states below their minimum. The tail represents two-phonon processes through a virtual $\Delta_4$ state, and its contribution can be of the same order as the small one-phonon rate that survives.
\end{itemize}

The splitting itself must also be known well: 0.19 eV gives $3.7\times10^{-3}$ and 0.21 eV gives $1.8\times10^{-3}$. For cool, nondegenerate electrons at 300 K, a suppression by a few hundred is a sound estimate of the one-phonon f-type rate averaged over the population; measured by its effect on the ohmic relaxation time, the suppression is larger, about 1000 with the couplings used here. For hot electrons it is not, since at 600 K the f-type rate is already back to several per cent of its unsplit value. The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K, kT = 25.85 meV
splitting 0.20 eV, splitting/kT = 7.736
masses long., transv.: 0.92, 0.19 m_e
density-of-states mass per valley: 0.3214 m_e
mass density: 2.33 g/cm^3
shear potential 9.0 eV; C11, C12 = 166, 64 GPa
strain in plane, out of plane: 1.25, -0.97 %
k-state count / golden-rule formula: 1.0002
f mode 19 meV, coupling 0.3e8 eV/cm
  hw/kT = 0.735, phonon number N = 0.9213
  rate unsplit: 7.170e+10 1/s
  rate split, absorption: 6.562e+07 1/s
  rate split, emission: 3.410e+07 1/s
  ratio: 1.391e-03; large-splitting limit: 1.272e-03
f mode 47 meV, coupling 2.0e8 eV/cm
  hw/kT = 1.818, phonon number N = 0.1938
  rate unsplit: 3.361e+11 1/s
  rate split, absorption: 6.838e+08 1/s
  rate split, emission: 1.357e+08 1/s
  ratio: 2.438e-03; large-splitting limit: 2.199e-03
f mode 59 meV, coupling 2.0e8 eV/cm
  hw/kT = 2.282, phonon number N = 0.1137
  rate unsplit: 1.682e+11 1/s
  rate split, absorption: 4.918e+08 1/s
  rate split, emission: 6.474e+07 1/s
  ratio: 3.309e-03; large-splitting limit: 2.958e-03
total f rate unsplit: 5.760e+11 1/s
total f rate split: 1.476e+09 1/s
total f ratio: 2.562e-03, reduction factor 390
absorption share after splitting: 84.1 %
Boltzmann factor exp(-S/kT): 4.367e-04
f ratio / Boltzmann factor: 5.87
downward rate 4->2, split: 1.690e+12 1/s
downward rate 4->2, unsplit: 2.880e+11 1/s
lower-valley population: 99.91 %
f ratio with E^(3/2) weight: 7.787e-03
f ratio at splitting 0.19 eV: 3.675e-03
f ratio at splitting 0.21 eV: 1.784e-03
g modes (meV; 1e8 eV/cm): 12.0; 0.5, 18.5; 0.8, 62.0; 11.0
acoustic potential 9.0 eV, sound 9.0 km/s
g-type rate: 1.351e+12 1/s; acoustic rate: 1.911e+12 1/s
f share of all phonon scattering, unsplit: 15.0 %
all phonon scattering, split/unsplit: 0.850
f ratio, nonparabolicity 0.5 1/eV: 2.897e-03
Fermi level at 1e+19 cm^-3, split: 12.1 meV; unsplit: -22.8 meV
f ratio, degenerate with Pauli blocking: 3.765e-03
f ratio at 400 K: 1.171e-02
f ratio, electrons 600 K, lattice 300 K: 4.526e-02
extra splitting in 10 nm layer: 15.7 meV, f ratio 1.450e-03
collision broadening: 2.15 meV, f ratio 2.769e-03
\end{verbatim}
